# How Relativity Widens the Gap of Hafnia Relative to Zirconia

Anyone who computes the band gaps of hafnia and zirconia with frozen atomic cores must decide how the cores are made. Giving the hafnium valence electrons a relativistic kinetic energy, but leaving them in the field of a nonrelativistic core, looks like a partial improvement. For the empty 5d level of Hf$^{4+}$ it has the wrong sign: the level falls by 1.01 eV, whereas the consistent relativistic treatment raises it by 1.04 eV. Since the conduction band of these oxides is built mainly from cation d states, the choice bears directly on the gap difference.

The claim examined here is conditional. Let the two oxides have the same fluorite structure, lattice constant, hopping energies and oxygen level. Relativity then raises Hf 5d more than Zr 4d, through the contraction of core shells, and so widens the hafnia gap relative to the zirconia gap. It need not create the order of the gaps. In the calculation below hafnium already has the higher d level without relativity, and relativity enlarges the difference.

## A gap that can be solved by hand

Take one cation with five d orbitals at energy $\varepsilon_d$, and two oxygens with three p orbitals each at $\varepsilon_p$. Electrons hop between neighbouring cation and oxygen, between neighbouring oxygens, and between neighbouring cations. The energies $V_{pp\sigma},V_{pp\pi},V_{dd\sigma},V_{dd\pi}$ describe the last two kinds, with $\sigma$ and $\pi$ referring to the bond axis; $V_{dd\delta}$ is set to zero. Both band edges of the model lie at the point X, as a search over a mesh of wave vectors shows. The three X directions are equivalent, so choose $\mathbf k=(2\pi/a)(0,0,1)$.

First consider coupling between d and p. From an oxygen of type $s=\pm1$, the four cations lie at $s\mathbf t\,a/4$, where

$$\mathbf t=(-1,-1,-1),\ (1,1,-1),\ (1,-1,1),\ (-1,1,1).$$

The Bloch phase is $e^{i\pi s t_z/2}=i s t_z$. The p–d hopping $h(\mathbf n)$ is odd in the bond direction $\mathbf n$, which supplies a second factor $s$. The total coupling is therefore $\sum_{\mathbf t} i t_z h(\mathbf t)$, the same for both oxygens because $s^2=1$. The difference of equal p orbitals on the two oxygens consequently has no coupling to any d orbital.

For $p_z$, the oxygen–oxygen matrix element has two $\sigma$ bonds along $z$ with phase $-1$ and four $\pi$ bonds across $z$ with phase $+1$:

$$h_z=-2V_{pp\sigma}+4V_{pp\pi}.$$

The difference combination has energy $\varepsilon_p-h_z$, so the valence edge is

$$E_v=\varepsilon_p+2V_{pp\sigma}-4V_{pp\pi}.$$

Now take the $d_{xy}$ orbital. Its $\sigma$ coupling to $p_i$ is proportional to $n_i n_x n_y$. All four vectors satisfy $t_xt_yt_z=-1$, hence $t_xt_y=-t_z$, and the phased sum is proportional to $\sum t_z t_i(-t_z)=-\sum t_i=0$. Its $\pi$ coupling is proportional to $(n_y,n_x,0)_i-2n_in_xn_y$. The second part vanishes as before, and the first gives $\sum t_zt_y=\sum t_zt_x=0$. So $d_{xy}$ does not mix with oxygen p at this X point. Nor does it mix with the other d orbitals: it alone is odd under both $x\to-x$ and $y\to-y$, and these reflections leave $\mathbf k$ and the cation lattice unchanged.

It does hop between cations. The amplitude of $d_{xy}$ on the bond axis is $\sqrt3\,n_xn_y$. Each of the four neighbours in the $xy$ plane has $n_x^2=n_y^2=1/2$ and contributes $\tfrac34V_{dd\sigma}$; its $\pi$ part is zero. Each of the eight other neighbours has no $\sigma$ part, a $\pi$ weight $n_x^2+n_y^2=1/2$, and phase $-1$. Thus

$$E_c=\varepsilon_d+3V_{dd\sigma}-4V_{dd\pi},$$

$$E_g=\varepsilon_d-\varepsilon_p+3V_{dd\sigma}-4V_{dd\pi}-2V_{pp\sigma}+4V_{pp\pi}.$$

For round parameters $\varepsilon_d-\varepsilon_p=8$, $V_{dd\sigma}=-0.2$, $V_{dd\pi}=0.1$, $V_{pp\sigma}=0.6$ and $V_{pp\pi}=-0.1$ eV,

$$E_g=8-0.6-0.4-1.2-0.4=5.4\ \text{eV}.$$

This agrees with the numerical band calculation, whose p–d hoppings are $-2.0$ eV ($\sigma$) and 0.9 eV ($\pi$).

A rise of $\varepsilon_d$ passes into this gap in full. With mixed edges the rule is softer. For a normalized eigenvector $C$ of a Hermitian matrix $H$, $dE/d\varepsilon_d=C^\dagger(dH/d\varepsilon_d)C$, because the terms from $dC$ add up to $E\,d(C^\dagger C)=0$. Since $\varepsilon_d$ stands on the d diagonal alone, the right side is the d weight $w_d$ of the state, and

$$\frac{dE_g}{d\varepsilon_d}=w_d(\text{conduction edge})-w_d(\text{valence edge}).$$

Here the weights are 1 and 0. A finite-difference test gave the slope 1.000.

## The direct effect lowers a d level

It remains to find how relativity moves $\varepsilon_d$. In atomic units, with energy measured from the rest energy, the Dirac equation for the large and small components $\psi,\eta$ is

$$V\psi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta=E\psi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi+(V-2c^2)\eta=E\eta.$$

Write $\eta=\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi/(2c)$, and multiply the second equation by $\boldsymbol\sigma\!\cdot\!\mathbf p/(2c)$. Using $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$ and leaving out the spin–orbit part of $\boldsymbol\sigma\!\cdot\!\mathbf p\,V\boldsymbol\sigma\!\cdot\!\mathbf p$, one obtains

$$V\psi+\tfrac12p^2\chi=E\psi,$$

$$\tfrac12p^2\psi+\left(\frac{\mathbf p\cdot V\mathbf p}{4c^2}-\tfrac12p^2\right)\chi=\frac{E\,p^2}{4c^2}\chi.$$

Let $\psi_0$ solve the nonrelativistic problem in the same potential, with energy $\varepsilon_0$. Project both equations on $\psi_0$ and add them. The two terms with $\tfrac12p^2\chi$ cancel, and $\langle\psi_0|V+\tfrac12p^2|\psi\rangle=\varepsilon_0\langle\psi_0|\psi\rangle$. Therefore

$$(E-\varepsilon_0)\langle\psi_0|\psi\rangle=\frac1{4c^2}\langle\psi_0|\mathbf p\cdot(V-E)\mathbf p|\chi\rangle.$$

To leading order in $1/c^2$, replace $\psi$ and $\chi$ by the normalized $\psi_0$, and $E$ on the right by $\varepsilon_0$. The operator identity $\mathbf p\cdot f\mathbf p=\tfrac12(p^2f+fp^2)+\tfrac12\nabla^2f$, together with $(V-\varepsilon_0)\psi_0=-\tfrac12p^2\psi_0$, gives

$$\delta\varepsilon_{\rm direct}\simeq-\frac{\langle p^4\rangle}{8c^2}+\frac{\langle\nabla^2V\rangle}{8c^2}.$$

The first term lowers the level. In the second, the nucleus contributes a positive contact term $4\pi Z\delta(\mathbf r)$, which vanishes for a d orbital because its amplitude starts as $r^2$. The Hartree potential contributes $-4\pi\rho$, where $\rho$ is the electron density, and lowers the level further. The sign of the small exchange–correlation contribution is not fixed by this argument. The full calculation gives a negative direct effect for both elements.

If this were all, relativity would narrow the hafnia gap relative to the zirconia gap.

## The indirect effect raises it

The core electrons obey the same relativistic operator, and their rearrangement changes the potential felt by the d electron. Let $Q(r)$ be the number of core electrons inside radius $r$. By Gauss's law their repulsive field is $Q(r)/r^2$, so the Hartree potential energy and its change are

$$V_H(r)=\int_r^\infty\frac{Q(s)}{s^2}\,ds,\qquad \delta V_H(r)=\int_r^\infty\frac{\delta Q(s)}{s^2}\,ds.$$

If a shell contracts so that $\delta Q\ge0$ at every radius, then $\delta V_H\ge0$ everywhere. For a thin shell whose radius shrinks from $b$ to $b'$, the change is positive inside $b$ and zero outside. A core shell can thus raise the d level only to the extent that the d orbital penetrates it. An expanding shell acts with the opposite sign.

To assign the rise to shells, keep the nonrelativistic kinetic operator and compare the nonrelativistic potential $V_N$ with the relativistic self-consistent potential $V_R$. Their d functions $u_N,u_R$ satisfy

$$(T+V_N)u_N=\varepsilon_Nu_N,\qquad(T+V_R)u_R=\varepsilon_Ru_R.$$

Project the second equation on $u_N$, and subtract the first projected on $u_R$. The kinetic terms cancel because $T$ is Hermitian and the radial functions are real:

$$\varepsilon_R-\varepsilon_N=\frac{\langle u_N|V_R-V_N|u_R\rangle}{\langle u_N|u_R\rangle}.$$

No expansion in the potential change has been made. The right side is linear in $V_R-V_N$, so each shell's Hartree contribution can be evaluated separately and added.

## Hafnium and zirconium ions

The atomic levels come from spherical, spin-unpolarized calculations in the local density approximation with fixed occupations. They are Kohn–Sham eigenvalues. The relativistic ones use the spin-free operator for all shells; with the full Dirac operator and a $j$-averaged d level, the hafnium rise is about 0.02 eV smaller (1.02 instead of 1.04 eV for 4+, 0.55 instead of 0.57 eV for 2+), while the zirconium values change by about 0.001 eV. They contain self-interaction error, and magnetic electron–electron interactions and relativistic corrections to the exchange–correlation functional are left out. As a test of the self-consistent radial method, the nonrelativistic 3d level of Ti$^{4+}$ was compared with an independent three-dimensional calculation: the values were $-52.784$ and $-52.782$ eV. Dirac levels in a bare Coulomb field with $Z=72$ were reproduced with an error of at most 0.11 % of their relativistic shift.

The 4+ ions isolate the role of the core. Their valence s and d shells are empty, so a contracting valence s shell cannot cause the rise. If the kinetic operator is changed first and the potential second, the shifts are

$$\text{Zr: }-0.22+0.73=0.51\ \text{eV},$$

$$\text{Hf: }-1.01+2.05=1.04\ \text{eV}.$$

The first number is direct and the second indirect. The division depends on the order of the two changes: in reverse order the indirect part for hafnium is 1.93 eV and the direct part is $-0.90$ eV. The net shift does not depend on the order, and the two signs are the same in both orders for both elements.

The shell analysis applies to the reverse order, with its indirect rise of 1.93 eV. The contributions are

$$\underbrace{1.03}_{s}+\underbrace{1.49}_{p}+\underbrace{0.12}_{d}\underbrace{-0.90}_{f}+\underbrace{0.19}_{xc}=1.93\ \text{eV}.$$

The s and p shells together supply 2.52 eV, more than the whole rise. Among them, the mean radius of 5s falls from 64.7 to 59.5 pm and that of 5p from 71.3 to 68.9 pm. The 4f shell does the opposite. It expands from 34.2 to 35.4 pm, screens the nucleus less well, and takes back 0.90 eV. "Core contraction" is therefore the right name for the dominant cause, but not for the motion of every core shell. A plausible reason for the 4f expansion is that the contracted s and p shells screen 4f as well; that explanation was not tested separately.

These numbers also settle the opening decision. Without relativity the 4+ offset, Hf 5d minus Zr 4d, is 1.06 eV. Relativistic valence motion in nonrelativistic cores would change it to

$$1.06+(-1.01+0.22)=0.27\ \text{eV},$$

whereas the consistent offset is 1.59 eV. Relativistic cores with nonrelativistic valence motion err the other way: the hafnium level rises by 1.93 instead of 1.04 eV. A frozen core or pseudopotential for this comparison should carry both effects, for both elements. The core meant here includes the 5s and 5p shells of hafnium. Where a pseudopotential treats these shells as valence, their contraction has to appear in the valence calculation itself, normally through a pseudopotential generated from a relativistic atom, and the errors quoted above do not apply unchanged.

## From ions to the two gaps

The cation in the oxide is not a free 4+ ion, because covalent bonding returns some electron density to its d orbitals. The 2+ ion with two d electrons is a simple stand-in. Its levels are

$$\text{Zr }4d:\ -17.775\to-17.511\ \text{eV},$$

$$\text{Hf }5d:\ -17.564\to-16.994\ \text{eV},$$

where the arrow leads from the nonrelativistic to the relativistic result. Relativity raises zirconium by 0.26 eV and hafnium by 0.57 eV. The offset grows from 0.21 to 0.52 eV, so relativity supplies 0.31 eV, about three fifths of the total.

Let relativistic zirconium define $\varepsilon_d-\varepsilon_p=8$ eV, and hold the oxygen level and all hoppings fixed. Since the slope is one, the model gaps are

$$E_g(\text{Zr})=5.40\ \text{eV},\qquad E_g(\text{Hf})=5.40+0.52=5.92\ \text{eV}.$$

Without relativity in the cations they become $5.40-0.26=5.14$ eV and $5.14+0.21=5.35$ eV. Hafnia has the wider model gap in both cases. The calculation does not identify why the nonrelativistic hafnium level is already higher, since no shell analysis was made between the two elements.

The charge state matters. The offset goes from 1.06 to 1.59 eV in the 4+ ions and from 0.19 to 0.87 eV in the neutral atoms. The relativistic increase is thus 0.53, 0.31 and 0.68 eV for charges 4+, 2+ and 0. It is positive in all three cases but does not vary steadily with charge. The neutral atoms also contain a filled valence s shell, whose contraction may add to the rise; this was not separated. The band model itself holds about 0.85 d electrons per cation, which corresponds to a charge between 2+ and 4+. For ions with 0.85 d electrons the offset goes from 0.62 to 1.07 eV, a relativistic increase of 0.44 eV. The 2+ result is thus an illustrative choice that understates the offset at the model's own charge by about a factor of two.

## What can weaken or hide the effect

A higher d level drives electrons from the cation to oxygen, and this charge transfer changes the rise in turn. Let $\Delta=\varepsilon_d-\varepsilon_p$, let $\delta_0$ be the imposed rise and $\delta$ the final one. The d population falls by $\chi\delta$, where $\chi$ is its response in the band model. Removing this charge lowers $\varepsilon_d$ by $U_d\chi\delta$. Half of it arrives on each oxygen and raises $\varepsilon_p$ by $U_p\chi\delta/2$. The larger ionic charges act the other way: they increase $\Delta$ by $M\chi\delta$, where $M$ is the Madelung splitting per unit cation charge. Hence

$$\delta=\delta_0-K\chi\delta,\qquad K=U_d+\frac{U_p}{2}-M,\qquad \delta=\frac{\delta_0}{1+\chi K}.$$

The level difference between Hf$^{2+}$ and Hf$^{4+}$, per electron, and that between O and O$^+$ give $U_d=11.00$ and $U_p=15.39$ eV, and a lattice constant of 510 pm gives $M=16.43$ eV. Thus $K=11.00+7.70-16.43=2.27$ eV. With $\chi=0.139$ eV$^{-1}$ the factor is $1/(1+0.315)=0.76$. It reduces the gap difference from 0.52 to about 0.39 eV, and its relativistic part from 0.31 to about 0.23 eV. The transfer opposes the rise only if $K$ is positive. Because $K$ is a small difference of large, roughly estimated energies, even its sign is not secure, and the factor is only a rough estimate.

The 5d orbital is also larger. The mean d radii in the 2+ ions are 106.3 pm for zirconium and 111.7 pm for hafnium. Suppose that d–d hopping scales as the cube of this radius. Its factor is then $(111.7/106.3)^3=1.16$. The hopping term in $E_c$ is $-1.0$ eV, so the hafnium gap falls by 0.16 eV. Changes of p–d hopping do not enter directly, because neither edge contains that coupling. They do enter through the charge feedback: a p–d hopping larger by the factor $(111.7/106.3)^{3/2}=1.08$ puts more electrons on the cation and, with $K=2.27$ eV, widens the gap by about 0.14 eV, which nearly cancels the d–d term. They would also matter directly if the edges moved to another wave vector or lost their symmetry.

A smaller lattice acts in the opposite direction. For cation charge 2 the Madelung splitting is $2M$, and it varies as $1/a$. A lattice constant smaller by 0.5 % therefore widens the gap by $0.005\times2\times16.43=0.16$ eV before charge feedback, with the hoppings held fixed. For the cation charge of about 3.15 found in the band model, the shift would be 0.26 eV. Structural differences of this size can compete with the relativistic contribution, so a comparison meant to isolate relativity must hold the lattice fixed.

Spin–orbit coupling was omitted from the gap. In Hf$^{4+}$ it splits the 5d level by 0.835 eV. For a d shell the splitting is $\tfrac52\zeta$, so the coupling constant is $\zeta=0.334$ eV. The real, nondegenerate $d_{xy}$ edge has no first-order shift, since its mean orbital angular momentum is zero. To second order, $\langle(\mathbf L\cdot\mathbf S)^2\rangle=\langle L^2\rangle/4=3/2$ for this state. Of this, 1 belongs to the coupling with $d_{x^2-y^2}$, which lies 1.5 eV above the edge in the model, and 1/2 to the coupling with $d_{xz}$ and $d_{yz}$, which lie about 2.5 eV above it. The edge therefore falls by about $\zeta^2/1.5+0.5\,\zeta^2/2.5=0.10$ eV. With the smaller constant of Hf$^{2+}$, $\zeta=0.233$ eV, which matches the levels used for the gaps, the fall is 0.05 eV. The zirconium edge falls by less than 0.01 eV, so spin–orbit coupling reduces the gap difference by 0.05 to 0.09 eV. A degenerate edge could split in first order and needs a separate treatment.

## The oxides in capacitors

Hafnia and zirconia have gaps of very roughly 5 to 6 eV, and their cubic lattice constants are near 510 pm, so the model has a gap and a lattice constant of the right size. Its hoppings are round values, however, and its gaps are not predictions for either material. The $d_{xy}$ edge at X is a consequence of these values. First-principles calculations commonly place the conduction minimum of cubic zirconia at $\Gamma$, whereas the $e_g$ level there lies 1.3 eV above the edge in the model. That level is also free of oxygen p, so the slope would remain one, but its d–d term is $+0.3$ eV instead of $-1.0$ eV, and the correction for the larger 5d orbital would change sign. Ferroelectric memory capacitors use films around 10 nm thick in a polar orthorhombic phase, often as a mixed hafnium–zirconium oxide. The lower symmetry breaks the assumption of unmixed band edges. If, for illustration, the d weights were 0.9 at the conduction edge and 0.1 at the valence edge, the slope would be 0.8 and the 0.52 eV offset would give about 0.4 eV before feedback. Leakage can also pass through defect states, which the model does not contain. A higher conduction edge favours a higher electron barrier when the electrode, interface dipole, phase and defect population are held fixed; the gap difference alone does not rank two capacitors.

The individual levels and shifts are listed in the numerical output.

## Table of computed values

```
Dirac test, worst error / relativistic shift: 1.1e-03
Ti4+ 3d, radial program: -52.784 eV
Ti4+ 3d, 3D Gaussian program: -52.782 eV
Valence d level (eV): nonrelativistic, relativistic
  Zr 4+: -41.086, -40.577
  Zr 2+: -17.775, -17.511
  Zr 0: -4.100, -3.736
  Hf 4+: -40.027, -38.992
  Hf 2+: -17.564, -16.994
  Hf 0: -3.913, -2.864
Offset Hf 5d - Zr 4d (eV): nonrelativistic, relativistic
  charge 4+: 1.059, 1.586
  charge 2+: 0.211, 0.518
  charge 0: 0.187, 0.871
4+ ions (eV): direct, indirect, net; then reverse order
  Zr: -0.221, 0.729, 0.509; -0.211, 0.720
  Hf: -1.010, 2.045, 1.035; -0.898, 1.934
Hf4+ shell contributions to the 5d rise (eV), nonrel. kinetic energy
  s: 1.032, p: 1.491, d: 0.119, f: -0.895, xc: 0.187
  sum 1.9338, eigenvalue difference 1.9338
Hf4+ mean radius (pm): nonrelativistic, relativistic
  5s: 64.65, 59.49
  5p: 71.25, 68.93
  4f: 34.20, 35.44
Hf4+ 5d spin-orbit splitting: 0.835 eV
Model: eps_d-eps_p 8.0 eV; pd -2.0, 0.9; pp 0.6, -0.1; dd -0.2, 0.1 eV
Conduction, valence edge k (2pi/a): [1. 0. 1.] [0. 1. 1.]
d weight at conduction, valence edge: 1.000, 0.000
Gap slope dEg/d(eps_d): 1.000
Model gap (eV) with 2+ ion levels
  Zr nonrelativistic: 5.137
  Zr relativistic: 5.400
  Hf nonrelativistic: 5.347
  Hf relativistic: 5.918
Gap Hf - Zr: nonrel. 0.211, rel. 0.518 eV
Lattice constant 510 pm; Madelung M 16.43 eV
U_d 11.00, U_p 15.39, K 2.27 eV; chi 0.139 per eV
Charge feedback factor 1/(1+chi K): 0.760
d radius in 2+ ions: Zr 106.3, Hf 111.7 pm
Gap change from larger 5d hopping: -0.160 eV
Bare shift, 0.5 % smaller lattice, charge 2: 0.164 eV
```
